Sign change of the Hartree-Fock compressibility in two dimensions

Part 1. From the free gas to the zero of the stiffness

Consider first electrons in a plane that do not interact at all. They have mass one, ħ is one, and they fill the plane waves of lowest energy at zero temperature. In a large area A with periodic boundary conditions, each area (2π)²/A of wave-vector space holds one plane wave, and each plane wave takes one electron of each spin. If the waves up to the Fermi wave number k_F are filled, the number of electrons per area is

n = 2 × πk_F² / (2π)² = k_F² / (2π).

An added electron must go to the edge of the filled disk, where its energy is k_F²/2. This is the chemical potential of the free gas:

μ₀ = k_F²/2 = πn,  dμ₀/dn = π.

The derivative is positive and does not depend on density. Each new electron costs more than the last because the cheap states are taken, and in two dimensions the price rises at a constant rate. This constant is the background against which exchange must work. Exchange lowers the energy of an electron at the edge by an amount proportional to k_F, hence to √n. The slope of √n grows without limit as n falls, whereas the free slope stays at π. At a low enough density exchange must therefore win, and the chemical potential must fall when electrons are added. What remains is to find the coefficient, and with it the density of the change.

The derivative dμ/dn will be called the stiffness. Its link to the compressibility follows from the pressure. Let u(n) be the energy per area, so that N electrons in area A have energy W = A u(N/A), and μ = ∂W/∂N = u′(n). At fixed N, a change of area changes the density by ∂n/∂A = −n/A. The pressure, which in two dimensions is a force per length, is

P = −∂W/∂A = −u + n u′ = nμ − u.

Its derivative with respect to density is

dP/dn = μ + n dμ/dn − u′ = n dμ/dn,

since μ = u′. The compressibility K is defined by 1/K = −A ∂P/∂A at fixed N. Hence

1/K = −A × (dP/dn) × (−n/A) = n² dμ/dn.

The factor n² is positive, so the inverse compressibility and the stiffness have the same sign and vanish together.

Now let the electrons repel. They have band mass m times the free electron mass and move in a medium of dielectric constant κ. With a₀ the Bohr radius and E_h the hartree, the convenient units of length and energy are

a* = κa₀/m,  E* = (m/κ²) E_h.

To see why, measure distances in a*. The kinetic scale ħ²/(mass × a*²) equals E_h a₀²/(m a*²) = E_h m/κ². The Coulomb scale is E_h a₀/(κa*) = E_h m/κ². Both equal E*, so in these units the kinetic energy is k²/2 and the repulsion at distance r is 1/r, with no parameter left. All algebra below uses these units unless others are written.

The density parameter r_s is the radius, in units of a*, of a circle that holds one electron on average:

πr_s² n = 1,  n = 1/(πr_s²).

Combining this with k_F² = 2πn gives k_F² = 2/r_s², or

k_F = √2 / r_s.

Large r_s means low density.

The layer is taken as strictly two-dimensional, with a single valley, and uniform. A rigid, uniform positive charge neutralizes it. The number of electrons of each spin is held equal; this constraint is part of the problem and will matter later. The Hartree-Fock approximation takes the state to be a single determinant of orbitals. It includes the exchange that follows from antisymmetry, and leaves out all correlation beyond it.

For a determinant the repulsion energy has two parts. The direct part is the electrostatic energy of the mean charge density. Here the mean electron density is uniform and is cancelled at each point by the background, so the direct energy of electrons and background together is zero. In a capacitor the neutralizing charge sits on another plate, and the direct energy becomes the ordinary field energy, which will be added separately. The exchange part is minus one half of the sum, over ordered pairs of occupied orbitals of equal spin, of the exchange integral.

For plane waves exp(ik·r)/√A and exp(iq·r)/√A the exchange integral is

(1/A²) ∫d²r ∫d²r′ exp[−i(k−q)·(r−r′)] / |r−r′| = v(k−q)/A.

One integration over position supplied a factor A, and v is the Fourier transform of the repulsion. In polar coordinates the area element r dr dθ cancels the denominator r. The integral over the angle gives 2πJ₀(pr), with J₀ the Bessel function, and since the integral of J₀ from zero to infinity is one,

v(p) = 2π ∫₀^∞ J₀(pr) dr = 2π/p.

Let f_kσ be the occupation of wave vector k with spin σ, one or zero. The total energy is

W = Σ_kσ f_kσ k²/2 − (1/2A) Σ_σ Σ_k Σ_q v(k−q) f_kσ f_qσ.

The single term with q = k needs a word, because v(0) is infinite in an infinite plane. In a finite area the integral of 1/r is of the order √A, so this term contributes of the order √A/A to the energy of one electron. It vanishes for a large area.

Differentiate W with respect to one occupation. The occupation f_kσ occurs in the double sum once as the first factor and once as the second, which cancels the factor one half:

ε(k) = ∂W/∂f_kσ = k²/2 + Σ(k),

Σ(k) = −∫_{q<k_F} d²q/(2π)² × 2π/|k−q|.

Here Σ(k), written with its argument, is the exchange self-energy; the sum over q has become an integral with the weight A/(2π)². There is no factor two for spin, because an electron exchanges with those of its own spin.

This integral becomes simple if the origin is moved to the point k. Put q = k + p, and describe p by its length p and its direction φ. The area element is p dp dφ and the repulsion is 2π/p. The two factors of p cancel:

Σ(k) = −(1/2π) ∫dφ ∫dp = −(1/2π) ∫₀^{2π} L(φ) dφ, for k ≤ k_F.

L(φ) is the distance from the point k to the rim of the Fermi disk in the direction φ. The self-energy is thus minus the mean distance to the rim, averaged over directions.

For an electron at the rim itself, measure φ from the inward direction. Lines with |φ| < π/2 enter the disk, and the chord has length 2k_F cos φ; the other lines miss the disk and contribute zero. Therefore

Σ(k_F) = −(1/2π) ∫_{−π/2}^{π/2} 2k_F cos φ dφ = −(1/2π) × 4k_F = −2k_F/π.

This is the coefficient that was missing. For a point inside, the distance L solves |k + p|² = k_F². With φ measured from the direction of k this reads

L² + 2kL cos φ + k² − k_F² = 0,

whose positive root is

L(φ) = −k cos φ + √(k_F² − k² sin²φ).

The cosine averages to zero. The square root repeats in each quarter turn, apart from reflection, so

Σ(k) = −(2k_F/π) F(k/k_F),

F(x) = ∫₀^{π/2} √(1 − x² sin²φ) dφ.

F is the complete elliptic integral of the second kind with modulus x. At the centre F(0) = π/2 and Σ(0) = −k_F, which is minus the radius of the disk, as the picture of distances demands. At the rim F(1) = 1 and the earlier value returns.

Two points have to be settled before the energy at the rim may be used. The first is whether plane waves in a filled disk are a consistent solution. The exchange operator made from this state is unchanged by a translation, so plane waves remain its orbitals at each density. The orbital energy also rises with k: inside the disk F falls as x grows, so both k²/2 and Σ(k) increase. Outside the disk, moving k outward increases its distance from each occupied q, because k exceeds the component of q along k. The self-energy then becomes less negative. The filled disk therefore holds the orbitals of lowest energy.

The second point is whether the orbital energy at the rim is the chemical potential. Add a few electrons at fixed area, in a thin ring of width δk around the disk. The energy changes by the sum of ε(k) over the ring, corrected by the exchange of the ring with itself. Since ε(k) is continuous at the rim, its mean over the ring tends to ε(k_F) as δk goes to zero. Per added electron, the exchange of the ring with itself is of the order δk ln(1/δk), up to factors set by k_F, because the ring contains a number proportional to δk and the repulsion 2π/p integrated along a thin ring gives a logarithm. This vanishes with δk. Since the orbitals themselves do not change, nothing else contributes:

μ = k_F²/2 − 2k_F/π.

Adding equal numbers of both spins changes neither step, because both spins have the same rim energy.

From k_F² = 2πn it follows that 2k_F dk_F = 2π dn, so dk_F/dn = π/k_F. The derivative of μ with respect to k_F is k_F − 2/π. Hence

dμ/dn = (k_F − 2/π) × π/k_F = π − 2/k_F.

With k_F = √2/r_s the last term is 2r_s/√2 = √2 r_s, and

dμ/dn = π − √2 r_s = π(1 − r_s/r_c),  r_c = π/√2 = 2.2214.

The inverse compressibility is positive for r_s < r_c, zero at r_c, and negative for r_s > r_c. The stiffness is a straight line in r_s with a nonzero slope, so this is a genuine change of sign and not a mere contact with zero.

The chemical potential as a function of k_F is a parabola. Its minimum lies at k_F = 2/π, which is again r_s = r_c, and there

μ = (1/2)(4/π²) − (2/π)(2/π) = −2/π².

At this point the kinetic energy at the rim, 2/π², is half the magnitude of the exchange self-energy. At higher density the kinetic term controls the slope and μ rises with n. At lower density the exchange term controls it and μ falls with n. In the limit of small r_s the free value π returns. In the limit of large r_s the formula gives −√2 r_s, but there the neglected correlation makes the formula a statement about the approximation and not about real electrons.

The energy follows by integrating μ from zero density, where u = 0. With k_F = √(2πn),

u(n) = ∫₀ⁿ [πn′ − (2/π)√(2πn′)] dn′ = πn²/2 − (4/3π)√(2π) n^{3/2}.

Dividing by n gives πn/2 − 4k_F/(3π), which in terms of r_s is the energy per electron

u/n = 1/(2r_s²) − 4√2/(3πr_s).

This expression gives a useful comparison. Its derivative with respect to r_s is −1/r_s³ + 4√2/(3πr_s²), which vanishes at r_s = 3π/(4√2) = (3/4) r_c. There the energy per electron is least and the pressure P is zero. Going to lower density, the pressure thus turns negative first, and the inverse compressibility follows later. The two events are different: the first concerns the slope of u/n, the second the curvature of u. A negative pressure is no anomaly here, because the background is rigid and holds the area fixed.

The origin of the power √n can also be seen in real space. Antisymmetry keeps electrons of equal spin apart, so each electron is surrounded by a region in which its own spin is depleted. The amplitude that describes this is

ρ(r) = ∫_{q<k_F} d²q/(2π)² exp(iq·r),

and the depletion of equal-spin density at distance r is ρ(r)²/n_σ, with n_σ = n/2. Parseval's theorem gives ∫ρ² d²r = ∫_{q<k_F} d²q/(2π)² = n_σ. The total depletion is therefore one electron at each density. Its size can depend on k_F alone and is proportional to 1/k_F. One missing charge at a typical distance 1/k_F lowers the energy by an amount proportional to k_F. Adding electrons shrinks the depleted region and binds each electron more strongly to it, and this is the gain that competes with the kinetic cost.

Part 2. Density of states, spin and the capacitor

The first part used units of length a* = κa₀/m and energy E* = (m/κ²)E_h, with m the mass ratio and κ the dielectric constant. The density is n = 1/(πr_s²), and the Fermi wave number of the unpolarized gas is k_F = √2/r_s. In Hartree-Fock the self-energy inside the Fermi disk is Σ(k) = −(2k_F/π)F(k/k_F), with F(x) = ∫₀^{π/2}√(1 − x² sin²φ) dφ. The chemical potential, without the direct electrostatic energy, and the stiffness are

μ = k_F²/2 − 2k_F/π,  dμ/dn = π(1 − r_s/r_c),  r_c = π/√2.

The inverse compressibility is 1/K = n² dμ/dn.

For free electrons dμ/dn is the inverse of the density of states at the Fermi energy, and the name quantum capacitance is tied to this picture. A density of states cannot be negative, so a negative stiffness must have another source. In Hartree-Fock the separation is sharp, because the orbital density of states at k_F is zero. To show it, one needs F(x) close to x = 1. Put η = 1 − x². Then 1 − x² sin²φ = cos²φ + η sin²φ, and

dF/dη = (1/2) ∫₀^{π/2} sin²φ dφ / √(cos²φ + η sin²φ).

With s = cos φ this becomes

dF/dη = (1/2) ∫₀¹ √(1−s²) ds / √(η + (1−η)s²).

Write √(1−s²) as 1 plus [√(1−s²) − 1]. For small η the first piece gives ln(2/√η). The bracket vanishes as s² at small s, so in the second piece η may be set to zero. With w = √(1−s²), so that ds/s = −w dw/(1−w²), it is

∫₀¹ [√(1−s²) − 1] ds/s = −∫₀¹ w dw/(1+w) = −1 + ln 2.

The sum is ln(4/√η) − 1 = (1/2)ln(16/η) − 1. Integrating from η = 0, where F = 1, gives to leading order

F − 1 = (η/4)[ln(16/η) − 1].

For a wave number k = k_F(1−δ) with small δ, η = 2δ. The mean slope of the self-energy between k and k_F is then

[Σ(k_F) − Σ(k)]/(k_F δ) = (2/πδ)(F − 1) = (1/π)[ln(8/δ) − 1].

It grows without limit as δ goes to zero. Direct numerical quadrature of the integral over the Fermi disk gives a slope of 1.813 for δ = 0.01 and 2.543 for δ = 0.001, in units of E*a*. The increase for a tenfold smaller δ is 0.730, close to the (ln 10)/π of the formula.

The orbital density of states per area is (k/π)/(dε/dk), and it vanishes at k_F because the slope of ε diverges there. Its inverse is infinite, yet dμ/dn is finite. The reason is that the whole curve ε(k) moves when electrons are added. Regard Σ as a function of both k and the disk radius k_F. Doubling both doubles Σ, so Euler's relation for a function of degree one holds:

k ∂Σ/∂k + k_F ∂Σ/∂k_F = Σ.

Let k approach k_F from inside. Each derivative diverges, with opposite signs, but their sum tends to Σ(k_F)/k_F = −2/π. That sum is what enters dμ/dk_F = k_F − 2/π. The negative stiffness is therefore a property of the energy of the whole gas, and it cannot be read from the orbital density of states at one fixed density.

The result so far belongs to a gas held unpolarized. Exchange acts between equal spins, and so the energy per area separates into one function of each spin density:

u = f(n↑) + f(n↓).

One spin species of density n_s fills a disk of radius k_s, with n_s = k_s²/(4π). The rim energy is k_s²/2 − 2k_s/π as before, because the chord argument involves one spin. With k_s = √(4πn_s), integration gives

f(n_s) = πn_s² − (8/(3√π)) n_s^{3/2}.

Let M = n↑ − n↓ be the spin density, so the two densities are (n ± M)/2. Each differentiation with respect to n or M brings a factor ±1/2, and at M = 0

∂²u/∂n² = ∂²u/∂M² = (1/2) f″(n/2),  ∂²u/∂n∂M = 0.

Since f″(n_s) = 2π − 2/√(πn_s), and √(πn/2) = 1/(√2 r_s), the common value is π − √2 r_s. The stiffness against a uniform change of charge and the stiffness against a uniform spin polarization are equal in this approximation, and both vanish at r_c. The point at which the compressibility changes sign is also the point at which the unpolarized state stops being a local minimum with respect to M.

It stops being the lowest state earlier. If all electrons have one spin, the energy per electron is f(n)/n = 1/r_s² − 8/(3πr_s). The kinetic energy is doubled, and the exchange is stronger by a factor √2. Setting this equal to the unpolarized energy gives

1/(2r_s²) = (8 − 4√2)/(3πr_s),

r_s = 3π/[8(2−√2)] = 2.011.

Above this value the polarized uniform state has the lower Hartree-Fock energy. Between 2.011 and 2.221 the unpolarized gas is a local minimum with respect to uniform polarization but not the lowest state; above 2.221 it is not even a local minimum. The stiffness of the polarized gas is f″(n) = 2π − 2r_s, which changes sign at r_s = π. If the spins are free to align, the smooth sign change at r_c is therefore not seen. The statement about r_c is a correct statement about the constrained gas and not a prediction of the true ground state. Correlation is absent, r_s near two is not a small parameter, and states with a density or spin pattern have not been compared.

The same reasoning shows how the critical value depends on the number g of equally filled components, counting spins and equivalent valleys, when exchange acts within each component alone. The rim energy is still k²/2 − 2k/π, and its minimum is still at k = 2/π. The density is n = gk²/(4π), so r_s = 2/(k√g), and the sign changes at

r_s = π/√g.

This gives π for the polarized gas and π/√2 for the unpolarized one. With two valleys and two spins it gives π/2. An inversion layer with several occupied valleys must not be assigned the value 2.22.

The stiffness becomes measurable when the layer is one plate of a capacitor. Let an ideal metal gate lie at distance d, with the same dielectric constant κ throughout. In ordinary units, with e the elementary charge, the layer holds the charge −en per area and the gate +en. The field between them is en/(κε₀). The energy per area is

w(n) = e²n²d/(2κε₀) + u(n).

The first term is the direct energy, which was kept out of u, so nothing is counted twice. Moving one electron from gate to layer costs eV = dw/dn, apart from a constant belonging to the gate, where V is the applied voltage. The inverse capacitance per area is the change of V per change of the charge en:

1/C = (1/e²) d²w/dn² = d/(κε₀) + (1/e²) dμ/dn = (d + d_q)/(κε₀),

d_q = (κε₀/e²) dμ/dn.

The second term is the inverse of the quantum capacitance C_q = e² dn/dμ. In the present units e²/(4πκε₀) = E*a*, so κε₀/e² = 1/(4πE*a*). The stiffness carries the unit E*a*². Therefore

d_q = (a*/4π) × π(1 − r_s/r_c) = (a*/4)(1 − r_s/r_c).

For small r_s the layer behaves as if it lay a*/4 farther from the gate. At r_c the quantum capacitance is infinite, and the capacitor has its geometric value. Beyond r_c the length d_q is negative, and the capacitance exceeds the geometric one. This does not by itself make the device unstable. A uniform change of charge also changes the field energy, and the condition for its stability is d²w/dn² > 0, or d + d_q > 0. It is satisfied as long as the gate distance d is larger than the magnitude of d_q, as it is for the unpolarized gas at all densities used below. A downward step of μ, such as the one met below when the spins are free, is an exception: at the step w(n) is not convex for any d, and under a fixed voltage the charge jumps across a small range of density, about 0.2 percent of n for the numbers below. The condition says nothing about charge patterns that vary within the plane.

The gate also alters exchange, because each electron interacts with the images of the others. An image lies at depth 2d behind the layer and has the opposite charge. Away from its source, a potential that varies as exp(iq·r) in the plane must decay as exp(−qz) with height z in order to satisfy Laplace's equation. The effective interaction is therefore

v_g(q) = (2π/q)(1 − e^{−2qd}).

The chord argument applies again to the added term, and the self-energy at the rim rises by

ΔΣ = (1/2π) ∫_{−π/2}^{π/2} dφ ∫₀^{2k_F cos φ} e^{−2pd} dp

  = 1/(4d) − (1/4πd) ∫_{−π/2}^{π/2} e^{−4dk_F cos φ} dφ.

The constant 1/(4d) is cancelled by the attraction of an electron to its own image, which is half of −1/(2d), and it has no slope in any case. For k_F d ≫ 1 the last integral comes from the two ends of the range, where cos φ equals the small angle from the end. Each end gives 1/(4dk_F), so to leading order the density-dependent part is −1/(8πd²k_F). Its derivative with respect to k_F is 1/(8πd²k_F²), and multiplying by dk_F/dn = π/k_F gives the correction

Δ(dμ/dn) = 1/(8d²k_F³) = r_s³/(16√2 d²).

It is positive: the gate weakens exchange and moves the sign change to slightly larger r_s.

For numbers, take the round model parameters m = 0.1, κ = 10 and d = 2000 Å, which stand for no particular material. Then a* = 100a₀ = 52.918 Å and E* = E_h/1000 = 0.027211 eV. The stiffness without exchange is

πE*a*² = 239.39 eV Å².

At r_s = r_c the density is 1/(πr_c²a*²) = 2.303 × 10⁻⁵ Å⁻², or 2.303 × 10¹¹ cm⁻². The chemical potential has its minimum there, −2E*/π² = −0.005514 eV. The kinetic energy at the rim has the same magnitude, so at this density the zero-temperature treatment requires a thermal energy well below 0.0055 eV. The limit becomes stricter as the density falls: at r_s = 4 the kinetic energy at the rim is only 0.0017 eV.

At r_s = 4 the factor 1 − r_s/r_c is 1 − 4/2.22144 = −0.80063. This gives

dμ/dn = −0.80063 × 239.39 = −191.66 eV Å²,

d_q = −0.80063 × 52.918/4 = −10.59 Å,

C/C_geometric = 2000/(2000 − 10.59) = 1.0053.

The capacitance is about half a percent above its geometric value. The same formulas at other densities give:

r_s = 1: μ = 0.00271 eV, dμ/dn = 131.63 eV Å², d_q = 7.27 Å
r_s = 2: μ = −0.00545 eV, dμ/dn = 23.86 eV Å², d_q = 1.32 Å
r_s = 3: μ = −0.00514 eV, dμ/dn = −83.90 eV Å², d_q = −4.64 Å

The inverse compressibility contains the further factor n². It is 1.93 × 10⁻⁸ eV Å⁻² at r_s = 2, −1.34 × 10⁻⁸ at r_s = 3 and −0.97 × 10⁻⁸ at r_s = 4. Its magnitude falls from r_s = 3 to r_s = 4 although the stiffness becomes more negative. The reason is that 1/K is proportional to r_s⁻⁴(1 − r_s/r_c), and the derivative of this expression vanishes at r_s = 4r_c/3. That is the most negative point, and it lies close to r_s = 3. At lower density the factor n² draws 1/K back towards zero.

At the polarization crossing, r_s = 2.011, the chemical potential of the unpolarized gas is −0.00545 eV. That of the polarized gas, 2/r_s² − 4/(πr_s) in units of E*, is −0.00377 eV. If the spins follow the lower of these two states, the gas passes from polarized to unpolarized as the density rises, and μ drops by 0.00168 eV. With free spins, in this comparison of two uniform states, μ thus has no minimum at r_c. As the density rises, μ first passes a smooth minimum at r_s = π on the polarized branch, with the same value −2E*/π², then increases, and drops by a step at r_s = 2.011.

The gate correction is small at this distance. Solving π − √2 r_s + r_s³/(16√2 d²) = 0 numerically, with d in units of a*, moves the critical value from 2.22144 to 2.22168. At r_s = 4 the correction adds 0.008 Å to d_q. The images may be ignored here. Within the strictly two-dimensional model at zero temperature, the limits on the result come from the constraint on the spins and from the missing correlation. A real layer also has a finite thickness, which weakens the repulsion at short distances and with it the exchange. Since a* is only 53 Å here, a thickness of a few tens of Å is not negligible, and it acts in two opposite ways. Let ℓ be the mean distance |z − z′| between two electrons across the layer. To leading order the repulsion becomes 2π/q − 2πℓ. The weaker exchange adds ℓ/4 to d_q and, taken alone, moves the sign change to larger r_s. The direct energy is also lower than that of a sheet at the centroid of the charge, and this adds −ℓ/2 to d_q when d is measured to the centroid. For a rigid wave function in the ground state of a hard-wall well 30 Å wide, exchange alone moves the zero to r_s = 2.46, but the two terms together move the point where the capacitance passes its geometric value to about 1.9. A wave function that deforms with density changes this further. The numbers above should not be applied to such a layer without both corrections.

Numerical values quoted here were computed with a short program.
